\section*{Macroscopic Loading in Ion-Assisted Etching: When Reciprocal Rate Is Linear}

\section{The decision that depends on the load}

To calculate an etch rate one needs the radical density above the film. Can that density be computed once, for a reactor holding only a small test piece, and then reused for a full load? With fixed radical production, it can if exposing the film hardly changes the total loss conductance, that is, the loss rate per unit radical density. Film that consumes radicals faster than the mask it replaces lowers the density that feeds it, and the radical balance must then be solved again for each exposed area. This dependence of the rate on total exposed area is the macroscopic loading effect.

A second decision concerns data. In a well-mixed reactor with fixed radical production and an unreactive mask, the reciprocal rate is linear in exposed area when radicals limit the removal. Two rates then fix the line, and its slope gives the production if the number of radicals used per film atom is known. When the ion supply also matters, the plot bends, though the bend can be too small to notice, and a slope read from it gives a wrong production.

\section{Model and conventions}

A reactor of volume $V$ produces radicals at rate $G$ per unit volume. The radical density $n$ is uniform and steady. Film of area $A$ is exposed on wafers of total area $A_m$; the remaining area $A_m-A$ is mask. The other walls have area $A_w$, and the pump removes gas at volumetric speed $S$.

A radical striking bare film reacts with probability $s$. The loss probabilities on wall and mask are $\gamma_w$ and $\gamma_m$. All three are small, so surface loss hardly distorts the thermal velocity distribution. Each film atom leaves with $k$ radicals. The removal flux $E$ counts film atoms per area and time, so the etch rate is $R=E/N$, with $N$ the atomic density of the film.

For now $G$, the ion flux and the temperature do not depend on $A$. Spontaneous etching, physical sputtering of bare film and redeposition of products are left out.

\section{Radicals arriving at a surface}

Let $v$ be the velocity component towards the surface. Only $v>0$ contributes to the incident flux, which for a Maxwell distribution is
\begin{align}
\Gamma_n&=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/(2k_BT)}\,dv\\
&=n\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}=nu,\qquad u=\sqrt{\frac{k_BT}{2\pi m}}.
\end{align}
Since the mean speed is $\bar v=\sqrt{8k_BT/(\pi m)}$, this $u$ equals $\bar v/4$. A surface of area $a$ and loss probability $\gamma$ therefore removes $\gamma uan$ radicals per unit time. The product $\gamma ua$ is a conductance, with the same unit as a pumping speed.

\section{What ions and radicals do at the film}

Let $\theta$ be the fraction of film sites covered by reacted radicals. In a mean-field description, radicals react on the bare fraction $1-\theta$, and ions remove film atoms from the covered fraction. An ion flux $\Gamma_i$ with yield $Y$ at full coverage gives
\begin{equation}
E=Y\Gamma_i\theta=E_{\max}\theta,\qquad E_{\max}=Y\Gamma_i .
\end{equation}
In steady state the radicals taken up equal those carried away in products:
\begin{equation}
sun(1-\theta)=kY\Gamma_i\theta=kE .
\label{site}
\end{equation}
Insert $\theta=E/E_{\max}$ and divide by $sunE$:
\begin{equation}
\frac1E-\frac1{E_{\max}}=\frac{k}{sun}.
\label{series}
\end{equation}
At given $n$, the radical and ion limits add as reciprocals. But $n$ itself depends on $A$, so this equation is not yet a loading law.

\section{The reactor balance}

Walls, mask and pump together have the conductance
\begin{align}
L(A)&=u\left[\gamma_wA_w+\gamma_m(A_m-A)\right]+S\\
&=L_0-\gamma_muA,\qquad L_0=u(\gamma_wA_w+\gamma_mA_m)+S .
\end{align}
The minus sign appears because newly exposed film replaces mask. By Eq.~\eqref{site}, the film consumes $kE$ radicals per unit area and time. Production therefore equals
\begin{equation}
GV=(L_0-\gamma_muA)\,n+kEA .
\label{balance}
\end{equation}

\section{The radical-limited line}

Suppose $E\ll E_{\max}$, so that $\theta\ll1$. Equation~\eqref{site} becomes $kE=sun$, or $n=kE/(su)$. Substitution in Eq.~\eqref{balance} gives
\begin{align}
GV&=\frac{kE}{su}(L_0-\gamma_muA)+kEA\\
&=kE\left[\frac{L_0}{su}+A\left(1-\frac{\gamma_m}{s}\right)\right].
\end{align}
Division by $GVE$ yields the loading law
\begin{equation}
\boxed{\frac1E=\frac{k}{GV}\left[B_0+A\left(1-\frac{\gamma_m}{s}\right)\right],\qquad B_0=\frac{L_0}{su}.}
\label{line}
\end{equation}
Multiplication by $N$ turns the left side into $1/R$.

The quantity $B_0$ is the area of bare film that would consume radicals as fast as all losses present at $A=0$. For $\gamma_m\le s$, loading is weak if $A\ll B_0$. For an unreactive mask, $\gamma_m=0$, the slope is $k/(GV)$: it measures production and contains neither the wall loss nor the film's reaction probability. The intercept contains both. Walls with smaller $\gamma_w$ thus raise the rate at small load, but they also make the relative effect of loading stronger, because $B_0$ is smaller. This holds in the radical-limited regime; near the ion limit a smaller $\gamma_w$ raises the coverage and can weaken the relative loading instead.

If $\gamma_m=s$, replacing mask by film leaves the total loss conductance unchanged, and loading vanishes in this limit. What matters is the difference between film and mask, not the film's consumption alone.

\section{When the ion supply also matters}

\subsection{The rate at any coverage}

Now keep the factor $1-\theta$. Define
\begin{equation}
x=\frac{E}{E_{\max}}=\theta,\qquad F=\frac{GV}{kE_{\max}},\qquad B=\frac{L(A)}{su}=B_0-\frac{\gamma_m}{s}A .
\end{equation}
$F$ is the film area that the whole production could supply at the ion-limited rate. Equation~\eqref{site} gives $n=kE/[su(1-x)]$, and Eq.~\eqref{balance} becomes
\begin{equation}
GV=kE\left[\frac{B}{1-x}+A\right].
\label{full}
\end{equation}
Divide by $kE_{\max}$, then multiply by $1-x$:
\begin{align}
F(1-x)&=Bx+Ax(1-x),\\
0&=Ax^2-(F+A+B)x+F .
\end{align}
The right side equals $F>0$ at $x=0$ and $-B<0$ at $x=1$. For $A>0$ it opens upwards, so one root lies between 0 and 1 and the other above 1. Coverage requires the smaller root. With $T=F+A+B$,
\begin{equation}
x=\frac{T-\sqrt{T^2-4AF}}{2A}=\frac{2F}{T+\sqrt{T^2-4AF}} .
\label{root}
\end{equation}
The second form follows on multiplying numerator and denominator by $T+\sqrt{T^2-4AF}$. It remains usable at $A=0$, where $x=F/(F+B_0)$.

\subsection{The departure from the line}

Write $B/(1-x)=B+Bx/(1-x)$ in Eq.~\eqref{full} and divide by $GVE$:
\begin{equation}
\frac1E=\frac{k}{GV}(A+B)+\frac{k}{GV}\frac{Bx}{1-x}.
\label{split}
\end{equation}
The first term is the line of Eq.~\eqref{line}. To interpret the second, let $\phi=kEA/(GV)$ be the fraction of radicals used by the film. Equation~\eqref{full} then gives
\begin{equation}
1-\phi=\frac{kE}{GV}\frac{B}{1-x}.
\end{equation}
Multiply this by $x/E=1/E_{\max}$. The result is the second term of Eq.~\eqref{split}, so within the model, without approximation,
\begin{equation}
\boxed{\frac1E=\frac{k}{GV}\left[B_0+A\left(1-\frac{\gamma_m}{s}\right)\right]+\frac{1-\phi}{E_{\max}} .}
\label{exact}
\end{equation}
The ion term is $1/E_{\max}$ at $A=0$, but it is not a constant offset. Relative to the full reciprocal rate it is $(1-\phi)x$. The line is accurate when this product is small, either because coverage is low or because the film uses nearly all radicals.

\subsection{Direction of the loading effect}

Eliminating $kE$ from Eq.~\eqref{balance} with Eq.~\eqref{site} gives
\begin{equation}
GV=\left\{L_0+uA[s(1-\theta)-\gamma_m]\right\}n .
\end{equation}
At fixed $A$ the right side increases with $n$, since both $L(A)n$ and the film uptake $kEA$ do. At fixed $n$ it increases with $A$ if $s(1-\theta)>\gamma_m$. To keep the right side equal to the fixed $GV$, $n$ must then fall as $A$ grows, and $E$ falls with it.

Under this condition the ion term shrinks too. Indeed $1-\phi=L(A)n/(GV)$, where $L(A)$ does not increase and $n$ decreases. If coverage is so high that $s(1-\theta)<\gamma_m$, the sign reverses: opening more film in place of mask raises the rate. In the ion-limited regime, $F\gg A+B$, Eq.~\eqref{root} gives $x\simeq1-B/F$. The rate is then close to $E_{\max}$, and its dependence on load is weak.

\section{Is one density enough?}

Diffusion can make the density above the film differ from the volume average. Consider a gap $0<z<H$ with plate area $A_p=V/H$. Film and mask are smeared over the plate at $z=0$; all other losses are placed on the plate at $z=H$. The corresponding loss velocities are
\begin{equation}
c=\frac{u[sA+\gamma_m(A_m-A)]}{A_p},\qquad w=\frac{u\gamma_wA_w+S}{A_p}.
\end{equation}
Ions are taken as abundant. The equation $Dn''+G=0$, with the condition $Dn'(0)=cn_0$ at the film, has the solution
\begin{equation}
n(z)=n_0+\frac{cn_0}{D}z-\frac{G}{2D}z^2 .
\end{equation}
At the opposite plate the outward flux is $-Dn'(H)=wn(H)$, hence
\begin{equation}
GH-cn_0=w\left(n_0+\frac{cn_0H}{D}-\frac{GH^2}{2D}\right).
\end{equation}
Collect the terms in $n_0$ and set $h=wH/D$:
\begin{equation}
n_0[w+c(1+h)]=GH\left(1+\frac h2\right).
\label{diff}
\end{equation}
With $1/E=k/(sun_0)$ and $A_pH=V$, this becomes
\begin{equation}
\frac1E=\frac{k}{suGV}\,
\frac{u\gamma_wA_w+S+(1+h)u[\gamma_mA_m+(s-\gamma_m)A]}{1+h/2}.
\end{equation}
The reciprocal rate is still linear in $A$, but the slope of Eq.~\eqref{line} is multiplied by $(1+h)/(1+h/2)$. The reason can be read from Eq.~\eqref{diff}: for very large $c$, the flux $cn_0$ tends to $GH(1+h/2)/(1+h)$. Even a perfectly absorbing wafer plate cannot collect the radicals that diffuse to the other side first. The slope measures the collectable part of production.

The original line returns for $h\ll1$. Straightness of a plot is thus no proof of a uniform density. This calculation does not resolve lateral variations between film and mask.

\section{Is production really fixed?}

Let the radicals come from a diatomic parent of density $p$, fed at rate $\Phi$ and dissociated at frequency $K$. Parent and radicals are pumped at the same speed $S$. Radicals lost on wall and mask recombine in pairs to parent, with conductance $W(A)=u[\gamma_wA_w+\gamma_m(A_m-A)]$. Etch products do not return radicals. The two balances are
\begin{align}
\Phi+\tfrac12Wn&=(KV+S)p,\\
2KVp&=(W+S+suA)n .
\end{align}
Define $d=KV/(KV+S)$. The first balance gives $2KVp=2d\Phi+dWn$; inserting this in the second,
\begin{equation}
2d\Phi=[(1-d)W+S+suA]\,n .
\end{equation}
With $n=kE/(su)$ and $W_0=W(0)$,
\begin{equation}
\frac1E=\frac{k}{2d\Phi}\left\{\frac{(1-d)W_0+S}{su}+A\left[1-(1-d)\frac{\gamma_m}{s}\right]\right\}.
\end{equation}
Linearity survives, but the slope now contains $2d\Phi$. For $d\ll1$ this agrees with the production from undepleted parent, $GV=2KV\Phi/S$, and the fixed-production law returns. For $d\to1$ the supply is $2\Phi$, set by the feed, and surface recombination is weighted by the small factor $1-d$ because most re-formed parent is dissociated again. Since $(1-d)W+S=S[1+W/(KV+S)]$, recombination is negligible beside the pump only if $KV+S\gg W$; if $d\to1$ is reached by slow pumping, it can still dominate the intercept. At $\gamma_m=s$ the bracket multiplying $A$ equals $d$, not zero: the mask returns parent gas and the film does not, so some loading remains even though the total loss conductance for radicals is unchanged.

Here $K$ is still independent of load. If exposed film changes the electron density or temperature, $K$ or $G$ becomes a function of $A$, and linearity is no longer assured.

\section{A worked batch reactor}

The parameters are round model values. They resemble fluorine on silicon, but spontaneous etching, left out here, is not negligible in that system, so the rates below are not predictions for it. Take $V=0.030\ \mathrm{m^3}$, $A_w=0.60\ \mathrm{m^2}$, $A_m=0.20\ \mathrm{m^2}$ and $S=0.20\ \mathrm{m^3/s}$. The probabilities are $s=0.02$, $\gamma_w=0.005$ and $\gamma_m=0.001$. Radicals of mass 20 u at 500 K have $u=181.9\ \mathrm{m/s}$. Thus
\begin{align}
L_0&=0.5457+0.0364+0.2000=0.782\ \mathrm{m^3/s},\\
B_0&=\frac{0.782}{0.02\times181.9}=0.215\ \mathrm{m^2}.
\end{align}
A full load of $0.20\ \mathrm{m^2}$ is comparable with $B_0$, so loading cannot be neglected.

The parent density without depletion is $6.0\times10^{20}\ \mathrm{m^{-3}}$ and $K=0.50\ \mathrm{s^{-1}}$. Two radicals per dissociation give
\begin{equation}
GV=2(0.50)(6.0\times10^{20})(0.030)=1.80\times10^{19}\ \mathrm{s^{-1}} .
\end{equation}
With $k=4$, $Y=2$, $\Gamma_i=5.0\times10^{19}\ \mathrm{m^{-2}\,s^{-1}}$ and $N=5.0\times10^{28}\ \mathrm{m^{-3}}$, the ion limit is $E_{\max}=1.0\times10^{20}\ \mathrm{m^{-2}\,s^{-1}}$, or 120 nm/min. The line is
\begin{equation}
\frac1R=0.0398+0.1759\,A ,
\end{equation}
with $1/R$ in min/nm and $A$ in $\mathrm{m^2}$. The full model gives:

\begin{center}
\begin{tabular}{ccccc}
$A$ & $R$, line & $R$, full & $\theta$ & $\phi$\\
($\mathrm{m^2}$) & (nm/min) & (nm/min) & & \\
0.00 & 25.1 & 20.8 & 0.173 & 0.000\\
0.10 & 17.4 & 15.8 & 0.132 & 0.293\\
0.20 & 13.3 & 12.6 & 0.105 & 0.466
\end{tabular}
\end{center}

The row $A=0$ means a test piece of vanishing area. Reusing its rate for the full load would give 20.8 instead of 12.6 nm/min, an error of 65\% relative to the loaded rate.

At full load the relative ion correction to $1/R$ is $(1-0.466)(0.105)=0.056$; at $A=0$ it is 0.173. The line therefore improves with load, as Eq.~\eqref{exact} requires when $s(1-\theta)>\gamma_m$, since $x$ and $1-\phi$ then both fall; for $\gamma_m>s$ it can worsen with load. Here $s(1-\theta)$ stays above $0.016$, well above $\gamma_m$, so the condition for a falling rate is met.

Now read the production from the full-model rates at 0.05 and $0.20\ \mathrm{m^2}$. Their reciprocal rates give the slope
\begin{equation}
\frac{0.07944-0.05555}{0.20-0.05}=0.159\ \mathrm{min/(nm\,m^2)} ,
\end{equation}
against the true radical-limited slope of 0.176. The ion term falls from 0.00694 to 0.00445 min/nm between the two areas and so lowers the apparent slope. Interpreted by Eq.~\eqref{line}, the data give $GV=1.99\times10^{19}\ \mathrm{s^{-1}}$, which is 10\% above the true value. The bend gives little warning: a straight line fitted to the five full-model reciprocal rates misses none of them by more than 0.6\%.

The two other corrections were calculated separately, each with abundant ions. For $H=0.10\ \mathrm{m}$ and $D=2.0\ \mathrm{m^2/s}$, $h=0.124$: diffusion raises the slope by 5.9\% and lowers the intercept by 5.3\%. Parent depletion, with $d=0.070$, raises them by 7.9\% and 1.9\%. Each effect shifts the slope by an amount comparable with the ion error but of opposite sign, so the errors partly cancel: with ions, gap diffusion and depletion acting together, the inferred production is about 4\% below $1.80\times10^{19}\ \mathrm{s^{-1}}$. Neither effect bends the line in the models used here. The diffusion figures belong to the one-dimensional placement of the losses. In a cylinder with the same areas, film spread over a central $0.20\ \mathrm{m^2}$ wafer disc raises the slope by about 10\%, and film exposed as one contiguous central area bends the line, the local slope changing by roughly 10\% between 0.05 and $0.20\ \mathrm{m^2}$.

The numerical output below includes the intermediate areas. The tests behind it integrate the time-dependent radical and coverage balances to steady state and compare the result with Eqs.~\eqref{root} and~\eqref{exact}. With the ion flux raised by $10^4$, they recover the line, and also the absence of loading at $\gamma_m=s$. The diffusion law is tested against a finite-volume solution, and the parent-depletion law against a direct solution of its two balances.

\section*{Computed values}
\begin{verbatim}
reactor volume V = 0.030 m^3
wall area = 0.60 m^2, wafer area = 0.20 m^2
gap H = 0.10 m, diffusion D = 2.0 m^2/s
pumping speed S = 0.20 m^3/s
radical temperature = 500 K
radical mass = 20 u
probabilities: film 0.02, wall 0.005, mask 0.001
radicals per removed atom k = 4
ion flux = 5.00e+19 m^-2 s^-1
yield at full coverage Y = 2.0 atoms/ion
film atomic density N = 5.00e+28 m^-3
undepleted parent density = 6.00e+20 m^-3
dissociation frequency K = 0.50 s^-1
parent feed = 1.200e+20 s^-1
production G = 6.000e+20 m^-3 s^-1
total production GV = 1.800e+19 s^-1
u = 181.89 m/s, s*u = 3.6377 m/s
wall conductance = 0.5457 m^3/s
mask conductance at A=0 = 0.0364 m^3/s
total conductance L0 = 0.7820 m^3/s
equivalent area B0 = 0.2150 m^2
supply area F = 0.0450 m^2
Emax = 1.000e+20 m^-2 s^-1
ion-limited rate = 120.00 nm/min
line intercept in 1/R = 0.03981 min/nm
line slope in 1/R = 0.17593 min/(nm m^2)
A = 0.00 m^2:
  R line 25.119, R full 20.771 nm/min
  coverage 0.1731, utilization 0.0000
  1/R full 0.04814, ion term 0.00833 min/nm
A = 0.05 m^2:
  R line 20.573, R full 18.001 nm/min
  coverage 0.1500, utilization 0.1667
  1/R full 0.05555, ion term 0.00694 min/nm
A = 0.10 m^2:
  R line 17.420, R full 15.798 nm/min
  coverage 0.1317, utilization 0.2926
  1/R full 0.06330, ion term 0.00590 min/nm
A = 0.15 m^2:
  R line 15.106, R full 14.028 nm/min
  coverage 0.1169, utilization 0.3897
  1/R full 0.07129, ion term 0.00509 min/nm
A = 0.20 m^2:
  R line 13.334, R full 12.587 nm/min
  coverage 0.1049, utilization 0.4662
  1/R full 0.07944, ion term 0.00445 min/nm
GV from full rates at 0.05, 0.20 m^2 = 1.988e+19 s^-1
inferred GV / true GV = 1.1045
diffusion number h = 0.1243
diffusion slope factor = 1.0585
diffusion intercept factor = 0.9469
dissociated fraction parameter d = 0.0698
feed-coupled supply 2*d*feed = 1.674e+19 s^-1
feed-coupled slope factor = 1.0789
feed-coupled intercept factor = 1.0192
\end{verbatim}
